**Click statistics of an equal and an unequal on/off detector array**

The program tests that coherent light on $N$ equal pixels gives binomial click numbers, with variance $V$ below the mean $m$, and that classical light obeys $Q_B=NV/[m(N-m)]-1\ge0$. Here $\mu$ is the mean photon number, $\eta$ the efficiency, $F=V/m$, and $Q_{PB}=V/\sum_iP_i(1-P_i)-1$ uses the channel click rates $P_i$. Click distributions are built by routing photons one at a time, and are compared with the derived formulas for coherent, number and squeezed states and for random mixtures of coherent states. The program also asserts the thermal-light threshold, the effect of unequal splitting, the estimates for laser noise and crosstalk, and the sampling errors against simulated runs. For $N=8$, $\eta=0.7$ and $\mu=6$, coherent light gives $F-1=-0.408$ with $Q_B=0$, while a six-photon state gives $Q_B=-0.515$. Splitters dividing 52 to 48 give coherent light $Q_B=-0.0019$, a five-sigma false alarm after about $1.2\times10^7$ pulses. Using the channel rates removes this bias when the splitting is stable, but not when the ratios flip between pulses.

## Numerical check

```python
"""
Claim under test: N equal on/off pixels share one light pulse; K pixels click.
Coherent light gives binomial K, so variance V < mean m although the light is
classical. Classical light obeys Q_B = N V / (m (N - m)) - 1 >= 0 instead.

Symbols: mu mean photon number per pulse, eta efficiency including losses,
x = eta mu / N, p click probability of one pixel, q = 1 - p, d dark-click
probability, F = V / m, Q_PB = V / sum_i P_i (1 - P_i) - 1 with channel rates P_i.
Click distributions are built photon by photon (random routing, loss, occupied
pixels counted), without use of the exponential click formula.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln
from scipy.stats import binom, poisson

N, eta, mu = 8, 0.7, 6.0
wavelength, rep_rate = 1550e-9, 1.0e6
dark_rate, gate, recovery = 100.0, 5e-9, 50e-9
split_error, laser_noise, crosstalk = 0.02, 0.01, 1e-3
runs = 1_000_000
rng = np.random.default_rng(7)


def click_table(pixels, efficiency, nmax):
    """Row n: distribution of the number of clicked pixels for n photons."""
    k = np.arange(pixels + 1)
    table = np.zeros((nmax + 1, pixels + 1))
    table[0, 0] = 1.0
    for n in range(1, nmax + 1):
        old = table[n - 1]
        table[n] = old * (1 - efficiency + efficiency * k / pixels)
        table[n, 1:] += old[:-1] * efficiency * (pixels - k[:-1]) / pixels
    return table


def moments(dist):
    k = np.arange(len(dist))
    mean = dist @ k
    return mean, dist @ (k - mean) ** 2


def fano_and_qb(dist):
    pixels = len(dist) - 1
    m, v = moments(dist)
    return v / m, pixels * v / (m * (pixels - m)) - 1


NMAX = 1400
n = np.arange(NMAX + 1)
table = click_table(N, eta, NMAX)


def thermal(mean):
    return (mean / (1 + mean)) ** n / (1 + mean)


def squeezed(mean):
    half = np.arange(NMAX // 2 + 1)
    logp = (gammaln(2 * half + 1) - 2 * gammaln(half + 1)
            - 2 * half * np.log(2) + half * np.log(mean / (1 + mean))
            - 0.5 * np.log(1 + mean))
    prob = np.zeros(NMAX + 1)
    prob[2 * half] = np.exp(logp)
    return prob


# Coherent light: binomial clicks, also with a large dark-click probability
x = eta * mu / N
p = 1 - np.exp(-x)
q = 1 - p
coherent = poisson.pmf(n, mu) @ table
assert np.allclose(coherent, binom.pmf(np.arange(N + 1), N, p), atol=1e-12)
d_test = 0.03
with_dark = np.zeros(N + 1)
for k in range(N + 1):
    with_dark[k:] += coherent[k] * binom.pmf(np.arange(N - k + 1), N - k, d_test)
p_dark = 1 - (1 - d_test) * np.exp(-x)
assert np.allclose(with_dark, binom.pmf(np.arange(N + 1), N, p_dark), atol=1e-12)
F_coh, QB_coh = fano_and_qb(coherent)
assert abs(F_coh - 1 + p) < 1e-10 and abs(QB_coh) < 1e-10

# Cause: remove saturation (count every absorbed photon) and F returns to one
few = np.arange(81)
resolved = poisson.pmf(few, mu) @ binom.pmf(few[None, :], few[:, None], eta)
m_res, v_res = moments(resolved)
F_resolved = v_res / m_res
assert abs(F_resolved - 1) < 1e-10
scan = {}
for pixels in (8, 64, 512):
    dist = poisson.pmf(few, mu) @ click_table(pixels, eta, 80)
    scan[pixels] = fano_and_qb(dist)[0] - 1
assert abs(scan[512] / (-eta * mu / 512) - 1) < 0.01

# Every classical mixture obeys the binomial bound
for _ in range(200):
    means, weights = rng.uniform(0, 30, 3), rng.dirichlet(np.ones(3))
    dist = (weights @ poisson.pmf(n[None, :], means[:, None])) @ table
    p_each = 1 - np.exp(-eta * means / N)
    p_bar = weights @ p_each
    p_var = weights @ (p_each - p_bar) ** 2
    F_mix, QB_mix = fano_and_qb(dist)
    assert abs(QB_mix - (N - 1) * p_var / (p_bar * (1 - p_bar))) < 1e-9
    assert QB_mix > -1e-9 and F_mix - 1 > -moments(dist)[0] / N - 1e-9

# Thermal light turns sub-Poissonian in clicks above a threshold brightness
mu_cross = brentq(lambda a: fano_and_qb(thermal(a) @ table)[0] - 1, 20, 60)
assert abs(mu_cross - N * (N - 2) / (2 * eta)) < 1e-4
assert fano_and_qb(thermal(60) @ table)[0] < 1 < fano_and_qb(thermal(6) @ table)[0]


def qb_from_silence(q1, q2):
    return (N - 1) * (q2 - q1 ** 2) / (q1 * (1 - q1))


# Nonclassical light: number states violate the bound, squeezed vacuum does not
for photons in range(1, 13):
    value = fano_and_qb(table[photons])[1]
    formula = qb_from_silence((1 - eta / N) ** photons, (1 - 2 * eta / N) ** photons)
    assert abs(value - formula) < 1e-10 and value < 0
s = eta * np.array([1, 2]) / N
silent = 1 / np.sqrt(1 + (2 * s - s ** 2) * mu)
QB_sq = fano_and_qb(squeezed(mu) @ table)[1]
assert abs(QB_sq - qb_from_silence(*silent)) < 1e-8 and QB_sq > 0

# Unequal array: three-stage splitter tree, photons routed over pixel subsets
channel = np.arange(N)
tree_bits = (channel[:, None] >> np.arange(3)) & 1
share = np.prod(0.5 + split_error * (2 * tree_bits - 1), axis=1)
assert abs(share.sum() - 1) < 1e-12
subset = np.arange(2 ** N)
clicked = (subset[:, None] >> channel) & 1
patterns = np.zeros((201, 2 ** N))
patterns[0, 0] = 1.0
for photons in range(1, 201):
    old = patterns[photons - 1]
    new = old * (1 - eta + eta * (clicked @ share))
    for i in channel:
        has = clicked[:, i] == 1
        new[has] += old[subset[has] ^ (1 << i)] * eta * share[i]
    patterns[photons] = new
n_short = np.arange(201)


def pattern_q(prob):
    rates, total = prob @ clicked, clicked.sum(axis=1)
    m = prob @ total
    v = prob @ (total - m) ** 2
    return N * v / (m * (N - m)) - 1, v / np.sum(rates * (1 - rates)) - 1


coh_pattern = poisson.pmf(n_short, mu) @ patterns
QB_uneq, QPB_uneq = pattern_q(coh_pattern)
p_i = 1 - np.exp(-eta * mu * share)
assert abs(QB_uneq + p_i.var() / (p_i.mean() * (1 - p_i.mean()))) < 1e-10
assert QB_uneq < -1e-4 and abs(QPB_uneq) < 1e-10
for _ in range(100):
    means, weights = rng.uniform(0, 30, 3), rng.dirichlet(np.ones(3))
    mix = weights @ poisson.pmf(n_short[None, :], means[:, None])
    assert pattern_q(mix @ patterns)[1] > -1e-9
QPB_number = pattern_q(patterns[6])[1]
assert QPB_number < 0
# Splitting ratios that flip at random between pulses defeat the repaired test
mirror = clicked @ (1 << (N - 1 - channel))
QB_flip, QPB_flip = pattern_q(0.5 * (coh_pattern + coh_pattern[mirror]))
assert abs(QB_flip - QB_uneq) < 1e-10 and abs(QPB_flip / QB_uneq - 1) < 0.01

# Laser energy noise: Gaussian average against the small-noise estimate
nodes, gw = np.polynomial.hermite_e.hermegauss(9)
gw = gw / gw.sum()
noisy = gw @ poisson.pmf(n[None, :], mu * (1 + laser_noise * nodes[:, None]))
QB_noise = fano_and_qb(noisy @ table)[1]
assert abs(QB_noise / ((N - 1) * x ** 2 * q * laser_noise ** 2 / p) - 1) < 0.01

# Crosstalk: a primary click fires each silent neighbour in a row of pixels
prior = p ** clicked.sum(axis=1) * q ** (N - clicked.sum(axis=1))
stay = 1.0 - clicked
stay[:, 1:] *= 1 - crosstalk * clicked[:, :-1]
stay[:, :-1] *= 1 - crosstalk * clicked[:, 1:]
fire = 1 - stay
m_x = prior @ fire.sum(axis=1)
v_x = prior @ (fire * stay).sum(axis=1) + prior @ (fire.sum(axis=1) - m_x) ** 2
QB_cross = N * v_x / (m_x * (N - m_x)) - 1
assert abs(QB_cross / (4 * (N - 1) / N * crosstalk * q) - 1) < 0.02

# Sampling errors: simulated runs against the large-sample formulas
R = 20000
probabilities = binom.pmf(np.arange(N + 1), N, p)
counts = rng.multinomial(R, probabilities / probabilities.sum(), size=6000) / R
k = np.arange(N + 1)
m_s = counts @ k
v_s = counts @ k ** 2 - m_s ** 2
varF = 2 * q ** 2 + q * (1 - 3 * q) / N
varQB = 2 * (1 - 1 / N)
assert abs(np.std(v_s / m_s) / np.sqrt(varF / R) - 1) < 0.04
assert abs(np.std(N * v_s / (m_s * (N - m_s))) / np.sqrt(varQB / R) - 1) < 0.04
errF, errQB = np.sqrt(varF / runs), np.sqrt(varQB / runs)
alarm_runs = 25 * varQB / QB_uneq ** 2

photon_energy = const.h * const.c / wavelength
m_c, v_c = moments(coherent)
print(f"pixels N = {N}, efficiency = {eta}, photons per pulse = {mu}")
print(f"wavelength = {wavelength*1e9:.0f} nm")
print(f"photon energy = {photon_energy/const.e:.4f} eV")
print(f"pulse energy = {mu*photon_energy*1e18:.3f} aJ")
print(f"repetition rate = {rep_rate/1e6:.1f} MHz")
print(f"average power = {mu*photon_energy*rep_rate*1e12:.3f} pW")
print(f"x = eta mu/N = {x:.4f}")
print(f"pixel click probability p = {p:.4f}")
print(f"coherent: click mean = {m_c:.4f}, variance = {v_c:.4f}")
print(f"Poisson of same mean: P(K > {N}) = {poisson.sf(N, m_c):.5f}")
print(f"photon-resolved counts: mean = {m_res:.4f}, F = {F_resolved:.6f}")
for pixels, value in scan.items():
    print(f"coherent, N = {pixels}: F - 1 = {value:.5f}")
print("light on the N = 8 array: mean, variance, F - 1, Q_B")
cases = [("coherent mu=6", coherent), ("thermal mu=6", thermal(6) @ table),
         ("thermal mu=60", thermal(60) @ table), ("number n=6", table[6]),
         ("number n=1", table[1]), ("squeezed mu=6", squeezed(6) @ table)]
for name, dist in cases:
    (a, b), (F, QB) = moments(dist), fano_and_qb(dist)
    print(f"  {name}: {a:.4f}, {b:.4f}, {F-1:+.4f}, {QB+0.0:+.4f}")
print(f"thermal threshold mu = {mu_cross:.3f} photons")
print(f"pulses in run = {runs}, run time = {runs/rep_rate:.1f} s")
print(f"standard error of F = {errF:.6f}")
print(f"standard error of Q_B = {errQB:.6f}")
print(f"naive false signal = {(1-F_coh)/errF:.0f} standard errors")
print(f"splitter ratio error = {split_error} around 0.5")
print(f"channel shares: min = {share.min():.4f}, max = {share.max():.4f}")
print(f"imbalance: coherent Q_B = {QB_uneq:.6f}")
print(f"imbalance: |coherent Q_PB| < 1e-10 is {abs(QPB_uneq) < 1e-10}")
print(f"imbalance: number n=6 Q_PB = {QPB_number:.4f}")
print(f"5-sigma false alarm: {alarm_runs:.2e} pulses")
print(f"5-sigma false alarm: {alarm_runs/rep_rate:.1f} s")
print(f"flipping ratios: coherent Q_PB = {QPB_flip:.6f}")
print(f"laser noise {laser_noise*100:.1f} % rms: Q_B = {QB_noise:.6f}")
print(f"crosstalk {crosstalk:.4f} per neighbour: Q_B = {QB_cross:.6f}")
print(f"dark rate = {dark_rate:.0f} 1/s, gate = {gate*1e9:.0f} ns")
print(f"dark-click probability per gate = {dark_rate*gate:.1e}")
print(f"recovery time constant = {recovery*1e9:.0f} ns")
print(f"bias deficit at next pulse = {np.exp(-1/(rep_rate*recovery)):.1e}")
print("OK")
```

Running it gives:

```
pixels N = 8, efficiency = 0.7, photons per pulse = 6.0
wavelength = 1550 nm
photon energy = 0.7999 eV
pulse energy = 0.769 aJ
repetition rate = 1.0 MHz
average power = 0.769 pW
x = eta mu/N = 0.5250
pixel click probability p = 0.4084
coherent: click mean = 3.2676, variance = 1.9329
Poisson of same mean: P(K > 8) = 0.00650
photon-resolved counts: mean = 4.2000, F = 1.000000
coherent, N = 8: F - 1 = -0.40844
coherent, N = 64: F - 1 = -0.06352
coherent, N = 512: F - 1 = -0.00817
light on the N = 8 array: mean, variance, F - 1, Q_B
  coherent mu=6: 3.2676, 1.9329, -0.4084, -0.0000
  thermal mu=6: 2.7541, 5.0435, +0.8313, +1.7927
  thermal mu=60: 6.7200, 4.5112, -0.3287, +3.1957
  number n=6: 3.3816, 0.9459, -0.7203, -0.5154
  number n=1: 0.7000, 0.2100, -0.7000, -0.6712
  squeezed mu=6: 2.3489, 6.5086, +1.7709, +2.9227
thermal threshold mu = 34.286 photons
pulses in run = 1000000, run time = 1.0 s
standard error of F = 0.000802
standard error of Q_B = 0.001323
naive false signal = 510 standard errors
splitter ratio error = 0.02 around 0.5
channel shares: min = 0.1106, max = 0.1406
imbalance: coherent Q_B = -0.001913
imbalance: |coherent Q_PB| < 1e-10 is True
imbalance: number n=6 Q_PB = -0.5146
5-sigma false alarm: 1.20e+07 pulses
5-sigma false alarm: 12.0 s
flipping ratios: coherent Q_PB = -0.001912
laser noise 1.0 % rms: Q_B = 0.000279
crosstalk 0.0010 per neighbour: Q_B = 0.002068
dark rate = 100 1/s, gate = 5 ns
dark-click probability per gate = 5.0e-07
recovery time constant = 50 ns
bias deficit at next pulse = 2.1e-09
OK
```
